\section*{Effective generation width of a uniform-field junction under reverse bias}

\section{A fully depleted slab}

Take a slab of semiconductor from which a field removes carriers so quickly that the electron density $n$ and the hole density $p$ are both far below the intrinsic density $n_i$. Traps in the gap still emit electrons and holes. With one trap level, the Shockley--Read--Hall net generation rate is
\begin{equation}
G=\frac{n_i^2-np}{\tau_p(n+n_1)+\tau_n(p+p_1)},
\end{equation}
where $\tau_n,\tau_p$ are the carrier lifetimes and $n_1,p_1$ are the densities that would hold if the Fermi level lay at the trap. I take equal lifetimes, $\tau_n=\tau_p=\tau$, and a trap at the intrinsic level, called midgap here, so that $n_1=p_1=n_i$. Then
\begin{equation}
G=\frac{n_i^2-np}{\tau(n+p+2n_i)}
\;\longrightarrow\; G_0=\frac{n_i}{2\tau}\qquad(n,p\ll n_i).
\label{eq:srh}
\end{equation}

Let the p side be at the left and let the potential rise with $x$, so that electrons drift right and holes drift left. In steady state the electron flux grows as $d\Phi_n/dx=G$. If no electrons enter from the p side, the flux leaving at the n side is $\int G\,dx$, and the magnitude of the generation current density is
\begin{equation}
J=q\int G\,dx\equiv qG_0W_{\rm eff}.
\label{eq:J}
\end{equation}
For the empty slab $W_{\rm eff}$ is its thickness. In a junction the depletion of carriers fades gradually towards each side, and the question is where the slab effectively ends.

\section{One soft edge}

Near the n side holes are negligible, but electrons are not. In a uniform field of magnitude $F$, with a flat electron quasi-Fermi level and nondegenerate statistics, $n$ grows by a factor $e$ over each thermal length $kT/qF$. Measure the distance $w$ in thermal lengths from the point where $n=n_i$, so that $n=n_ie^w$. With $np\ll n_i^2$, equation (\ref{eq:srh}) gives
\begin{equation}
\frac{G}{G_0}=\frac{2n_i}{n+2n_i}=\frac{1}{1+e^w/2}.
\label{eq:edge}
\end{equation}
At $w=0$ generation is still $2/3$ of the plateau. It falls to one half where $e^w=2$, that is, at $w=\ln2$.

The function $w-\ln(1+e^w/2)$ has the derivative
\[
1-\frac{e^w/2}{1+e^w/2}=\frac1{1+e^w/2},
\]
so it is the antiderivative needed. It can be rewritten as
\begin{equation}
w-\ln\!\left(1+\tfrac12e^w\right)=\ln\frac{2}{1+2e^{-w}}
=\ln2-\ln(1+2e^{-w}),
\label{eq:anti}
\end{equation}
which tends to $\ln2$ as $w\to\infty$. Starting a distance $L$ inside the plateau,
\begin{equation}
\int_{-L}^{\infty}\frac{dw}{1+e^w/2}
=\ln2+L+\ln\!\left(1+\tfrac12e^{-L}\right)\simeq L+\ln2 .
\end{equation}
The soft edge therefore counts as a sharp one placed $\ln2$ thermal lengths beyond $n=n_i$. The hole edge is its mirror image.

The spacing of the two edges follows from the bias. Let the quasi-Fermi levels be flat and split by the reverse bias $V_R>0$, and define $v=qV_R/kT$. Then $np=n_i^2e^{-v}$ everywhere. Where $n=n_i$, the hole density is $n_ie^{-v}$; it must grow by $e^v$ to reach $n_i$, which takes $v$ thermal lengths, or $V_R/F$. Adding $\ln2$ thermal lengths at each end gives, for $v\gg1$,
\begin{equation}
W_{\rm eff}\simeq\frac{V_R+2\ln2\,kT/q}{F}.
\label{eq:rule}
\end{equation}

\section{Both edges at any bias}

At small bias the edges overlap and must be treated together. Put the origin where $n=p$ and let $u=qFx/kT$. The product $np=n_i^2e^{-v}$ and the exponential dependence on $u$ fix
\begin{equation}
n=n_ie^{-v/2+u},\qquad p=n_ie^{-v/2-u}.
\end{equation}
With $a=e^{-v/2}$, the sum is $n+p=2n_ia\cosh u$, and (\ref{eq:srh}) becomes
\begin{equation}
G=G_0\,\frac{1-a^2}{1+a\cosh u}.
\label{eq:profile}
\end{equation}
Since $dx=(kT/qF)\,du$, the integral required is
\[
I=\int_{-\infty}^{\infty}\frac{du}{1+a\cosh u}.
\]
The infinite limits assume that the field region reaches well past both edges. Substitute $t=\tanh(u/2)$, for which $\cosh u=(1+t^2)/(1-t^2)$ and $du=2\,dt/(1-t^2)$:
\begin{align}
I&=\int_{-1}^{1}\frac{2\,dt}{(1-t^2)+a(1+t^2)}
=\int_{-1}^{1}\frac{2\,dt}{(1+a)-(1-a)t^2}\nonumber\\
&=\frac{2}{1+a}\int_{-1}^{1}\frac{dt}{1-r^2t^2}
=\frac{4\,{\rm artanh}\,r}{(1+a)r},
\qquad r=\sqrt{\frac{1-a}{1+a}} .
\end{align}
Here $(1+a)r=\sqrt{1-a^2}$. Also
\[
\cosh(2\,{\rm artanh}\,r)=\frac{1+r^2}{1-r^2}
=\frac{(1+a)+(1-a)}{(1+a)-(1-a)}=\frac1a ,
\]
so $2\,{\rm artanh}\,r={\rm arccosh}(1/a)$ and $I=2\,{\rm arccosh}(1/a)/\sqrt{1-a^2}$. Multiplying by $1-a^2=1-e^{-v}$ and by the thermal length gives
\begin{equation}
W_{\rm eff}=\frac{2kT}{qF}\sqrt{1-e^{-v}}\;{\rm arccosh}\,(e^{v/2}).
\label{eq:closed}
\end{equation}

\subsection{Large bias}

Let $\epsilon=e^{-v}$. From ${\rm arccosh}\,z=\ln(z+\sqrt{z^2-1})$,
\[
{\rm arccosh}(e^{v/2})=\frac v2+\ln\!\left(1+\sqrt{1-\epsilon}\right)
=\frac v2+\ln2-\frac\epsilon4+O(\epsilon^2).
\]
With $\sqrt{1-\epsilon}=1-\epsilon/2+O(\epsilon^2)$,
\begin{align}
\frac{qFW_{\rm eff}}{kT}
&=\left(1-\frac\epsilon2\right)\left(v+2\ln2-\frac\epsilon2\right)+\cdots\nonumber\\
&=v+2\ln2-e^{-v}\left(\frac v2+\ln2+\frac12\right)+\cdots .
\label{eq:remainder}
\end{align}
This confirms (\ref{eq:rule}) and gives its error. At $v=8$ the correction is $e^{-8}\times5.193=0.00174$. Direct integration of the rate gives $9.38455$ against $v+2\ln2=9.38629$, the same difference. At $v=4$, which is $103$ mV at 300 K, the rule is 1.1\% above the integral; at $v=2$ it is 9.9\% above.

\subsection{Small bias}

For $v\ll1$, put $y={\rm arccosh}(e^{v/2})$. Then $1+y^2/2\simeq1+v/2$, so $y\simeq\sqrt v$. The square root in (\ref{eq:closed}) is also $\sqrt v$, and
\begin{equation}
W_{\rm eff}\simeq\frac{kT}{qF}\,2v=\frac{2V_R}{F}.
\end{equation}
The current vanishes at equilibrium, as it must. The large-bias rule does not: at $v=0.01$ it gives a reduced width of $1.396$, where the integral gives $0.01997$. The offset $2\ln2$ belongs to two separate edges and has no meaning before a plateau has formed between them.

\section{A field region of finite length}

Suppose the field region ends where $n=N_D$ on the right and $p=N_A$ on the left. At the right edge $e^w=N_D/n_i$, and by (\ref{eq:anti}) the missing tail is $\ln(1+2n_i/N_D)$ thermal lengths. For well-separated edges the total loss is
\begin{equation}
\Delta W=\frac{kT}{qF}\left[\ln\!\left(1+\frac{2n_i}{N_A}\right)
+\ln\!\left(1+\frac{2n_i}{N_D}\right)\right].
\end{equation}
A case with deliberately low edge densities, $N_A/n_i=30$ and $N_D/n_i=200$, tests this: the formula and the truncated integral both give $0.07449$ thermal lengths.

The same geometry fixes the field. From $p=N_A$ to $p=n_i$ there are $\ln(N_A/n_i)$ thermal lengths, then $v$ to the point $n=n_i$, then $\ln(N_D/n_i)$. If the field region has thickness $W$, multiplying by $kT/q$ gives
\begin{equation}
FW=V_R+V_{\rm bi},\qquad V_{\rm bi}=\frac{kT}{q}\ln\frac{N_AN_D}{n_i^2}.
\label{eq:field}
\end{equation}

\section{A trap away from midgap}

Let the trap lie $E_t$ from the intrinsic level and set $c=\cosh(E_t/kT)$. Then $n_1+p_1=2n_ic$, and the denominator of $G$ becomes $2n_i\tau c\,[1+(a/c)\cosh u]$. The plateau drops by the factor $c$, while $a$ is replaced by $a/c$ inside the integral. For large bias the integral becomes $2\ln(2c/a)=v+2\ln(2c)$, so
\begin{equation}
J\simeq\frac{qn_i}{2\tau c}\,\frac{V_R+2\ln(2c)\,kT/q}{F}.
\end{equation}
For $c=1$ the earlier rule returns. The edges move outwards because a carrier density must now reach $2n_ic$, not $2n_i$, to halve the net generation rate. Once $|E_t|$ is well above $kT$, the width grows linearly with $|E_t|$, while the plateau falls exponentially.

\section{Are the quasi-Fermi levels really flat?}

Generated carriers need time to leave. Treat the generating region as a sharp-edged slab of width $W_{\rm eff}$ and neglect diffusion. With drift velocities $v_n,v_p$, flux balance gives $nv_n=G_0(x-x_L)$ and $pv_p=G_0(x_R-x)$, where $x_L,x_R$ are the slab edges. The mean densities are
\[
\bar n=\frac{G_0W_{\rm eff}}{2v_n}=\frac{n_iW_{\rm eff}}{4\tau v_n},\qquad
\bar p=\frac{n_iW_{\rm eff}}{4\tau v_p}.
\]
To first order in $n/n_i$ and $p/n_i$, (\ref{eq:srh}) gives $G/G_0\simeq1-(n+p)/2n_i$. The fractional loss of current is therefore about
\begin{equation}
\frac{\bar n+\bar p}{2n_i}=\frac{W_{\rm eff}}{8\tau}\left(\frac1{v_n}+\frac1{v_p}\right).
\label{eq:transit}
\end{equation}

This was tested against a drift-diffusion solution that keeps the field uniform and fixes the densities at the ends of the field region, but does not impose flat levels inside. The field and width are those of the diode below, and the mobilities are held at 1000 and 400 cm$^2$/Vs. In real silicon the drift velocities begin to saturate at this field, which would raise the 1 ns loss below to about 0.6--0.7\%, depending on the low-field mobilities. For $\tau=1$ ns the solution loses 0.478\% of the flat-level current and (\ref{eq:transit}) predicts 0.476\%. Neglecting diffusion and soft edges costs little once the plateau is many thermal lengths wide: for long lifetimes the loss exceeds the estimate by 1.2\% at this bias, and by 4.6\% at 0.5 V. For $\tau=1$ $\mu$s the loss is about $5\times10^{-4}$\%.

The levels themselves are far from flat. At the centre, for $\tau=1$ $\mu$s, $np/n_i^2$ is $2.0\times10^{-11}$, whereas flat levels imply $1.6\times10^{-17}$. The current hardly notices, because in the plateau $np$ is still negligible beside $n_i^2$ and $n+p$ is still negligible beside $2n_i$. What the result needs is that $n$ and $p$ stay far below $n_i$ in the plateau, with majority carriers near equilibrium with their own contacts at the edges. It degrades as the transit time approaches the lifetime: with $\tau$ equal to the hole transit time $W_{\rm eff}/v_p\approx27$ ps, the drift-diffusion current is about 14\% below the flat-level value.

\section{A silicon p-i-n photodiode}

Take a 2000 nm intrinsic layer between contacts doped to $10^{18}$ cm$^{-3}$ at 300 K, with $n_i=10^{10}$ cm$^{-3}$, $\tau=1$ $\mu$s, $V_R=1$ V and a diameter of 50 $\mu$m. These are rough typical values. With $kT/q=25.852$ mV, (\ref{eq:field}) gives
\begin{align}
V_{\rm bi}&=0.025852\ \text{V}\times\ln10^{16}=0.952\ \text{V},\nonumber\\
F&=\frac{1.952\ \text{V}}{2\times10^{-4}\ \text{cm}}=9.76\ \text{kV/cm}.\nonumber
\end{align}
The bias is $38.7\,kT/q$, so the large-bias rule applies:
\begin{align}
W_{\rm eff}&=\frac{1+0.0358}{9762}\ \text{cm}=1061\ \text{nm},\nonumber\\
J&=q\,(5\times10^{15}\ \text{cm}^{-3}\text{s}^{-1})(1.061\times10^{-4}\ \text{cm})
=85\ \text{nA/cm}^2.\nonumber
\end{align}
In SI units $J$ is $8.5\times10^{-4}$ A/m$^2$, and the device current is 1.7 pA. The logarithmic term contributes 37 nm. The larger point is that $W_{\rm eff}$ is 53\% of the intrinsic layer: taking the whole layer as generating would overestimate the current by a factor of 1.9. The remainder of the layer has a field, but too many carriers of one kind to generate at the full rate.

At fixed layer thickness the field changes with bias. Combining (\ref{eq:rule}) and (\ref{eq:field}),
\begin{equation}
\frac{W_{\rm eff}}{W}=1-\frac{V_{\rm bi}-2\ln2\,kT/q}{V_R+V_{\rm bi}} .
\end{equation}
The current therefore rises sublinearly towards $qG_0W$. From 0.5 V to 5 V it grows from 59 to 136 nA/cm$^2$ with this nominal field, a factor of 2.3 for ten times the bias. Solving Poisson's equation for the field instead gives 69 and 138 nA/cm$^2$, a factor of 2.0; the reason is given in the next section.

\section{How far the model can be trusted here}

Carriers spill from the contacts into the intrinsic layer and leave ionized dopants behind. The resulting space charge takes up part of the voltage near each interface, which weakens the central field. At 1 V about 0.18 V is taken up in this way, of which about 0.05 V drops inside the contacts and the rest in the spilled-carrier regions of the intrinsic layer. A nonlinear Poisson solution with flat levels, including $10^{13}$ cm$^{-3}$ background donors, gives 8.84 kV/cm at the plane $n=p$. Integrating the rate over that solution gives a width of 1172 nm, 10\% above the nominal value, so that taking the whole layer as generating overestimates the current by a factor of 1.7 rather than 1.9. Rule (\ref{eq:rule}) with the local field also gives 1172 nm. For this diode the rule survives; the estimate $F=(V_R+V_{\rm bi})/W$ is the weaker step.

Carriers can also leave a trap by thermal excitation through part of its depth $\Delta=E_g/2$ and tunnelling through the rest. Summing over the fraction $s$ of the depth that is tunnelled gives the Hurkx enhancement
\[
\Gamma=\frac{\Delta}{kT}\int_0^1
\exp\!\left(\frac{\Delta}{kT}s-Ks^{3/2}\right)ds,
\qquad K=\frac{4\sqrt{2m\Delta^3}}{3q\hbar F}.
\]
The first term in the exponent is the thermal energy saved, and the second is the exponent for tunnelling through a triangular barrier. With $E_g=1.12$ eV and a rough mass of $0.25$ free-electron masses, this formula adds 17\% to the emission rate at the nominal field. That is an overestimate at so low a field. For a short-range trap, the exact density of states in a uniform field, averaged thermally, raises the rate by the factor $\exp[(q\hbar F)^2/24m(kT)^3]$, which is only 0.07\% here. A trap that attracts the carrier it emits behaves differently. The field lowers its Coulomb barrier by up to 22 meV (the Poole--Frenkel effect), which in a simple average over directions, with emission against the field taken as unchanged, multiplies that emission rate by about 1.4. If the other carrier's emission rate is unchanged and the two were equal, the plateau generation rate rises by about 17\%.

Sidewalls with a surface generation velocity $S$ have a plateau rate $n_iS/2$ per unit area. Relative to the bulk they add $4S\tau/d$ for diameter $d$, which is 8\% for $S=100$ cm/s. Contact diffusion adds roughly 0.015 to 0.15 nA/cm$^2$ for contacts 1000 to 100 nm thick, with a minority-carrier diffusivity of 10 cm$^2$/s and a gap narrowed by about 40 meV by the doping. Impact ionization and band-to-band tunnelling are negligible at this field.

Real silicon photodiodes depart most strongly from the assumption of a single midgap level with a known lifetime. Moving the trap by 50 meV, with $\tau$ fixed, multiplies the current by 0.30, and at fixed trap position the current scales as $1/\tau$. Lifetimes in clean silicon can be far longer than 1 $\mu$s, and in damaged material far shorter. Temperature matters as much: with a fixed gap, $n_i$ at 350 K is 28 times its value at 300 K. In real silicon the gap narrows on heating and the ratio is about 35. The plateau rate rises by the same factor as $n_i$ if $\tau$ is unchanged. The 85 nA/cm$^2$ is thus the model's value for the chosen inputs, and for a given device it can be wrong by orders of magnitude until the traps are characterized. The numerical output below lists most of the values quoted here.

\section*{Computed results}
\begin{verbatim}
Reduced width qF*Weff/kT: v, integral, v+2ln2, rule error
   0.01    0.01997    1.39629  6893.1037 %
   1.00    1.72534    2.38629    38.3085 %
   2.00    3.08245    3.38629     9.8574 %
   4.00    5.32760    5.38629     1.1016 %
   8.00    9.38455    9.38629     0.0186 %
  20.00   21.38629   21.38629     0.0000 %
Edge test NA/ni, ND/ni: 30, 200
  lost width, integral and formula: 0.07449, 0.07449 kT/qF
Silicon p-i-n example (rough typical inputs)
  temperature 300 K, ni 1.0e+10 cm^-3, lifetime 1.0 us
  i-layer 2000 nm, contacts 1.0e+18 cm^-3
  reverse bias 1.00 V, diameter 50 um
  kT/q = 25.852 mV, 2 ln2 kT/q = 35.84 mV
  v = 38.682, built-in voltage = 0.9524 V
  nominal field = 9.762 kV/cm
  thermal length kT/qF = 26.48 nm
  VR/F = 1024.4 nm, Weff = 1061.1 nm
  half-height separation = 1061.1 nm
  G/plateau where n = ni: 0.6667
  Weff/W = 0.5305, full-layer overestimate = 1.885 times
  plateau rate = 5.000e+15 cm^-3 s^-1
  J = 85.00 nA/cm2 = 8.500e-04 A/m2
  device area = 1.9635e-05 cm2, current = 1.669 pA
  width lost at contacts = 1.1e-06 nm
Bias, nominal field, Weff, J at fixed i-layer thickness
  0.5 V    7.26 kV/cm    737.9 nm    59.11 nA/cm2
  1.0 V    9.76 kV/cm   1061.1 nm    85.00 nA/cm2
  2.0 V   14.76 kV/cm   1379.1 nm   110.48 nA/cm2
  5.0 V   29.76 kV/cm   1692.0 nm   135.55 nA/cm2
Drift-diffusion, mobilities 1000, 400 cm2/Vs (rough)
  tau = 1 ns: current loss 0.4782 %, estimate 0.4755 %
  tau = 1 us: current loss 4.81e-04 %, estimate 4.76e-04 %
  central np/ni^2: 2.02e-05 (1 ns), 2.04e-11 (1 us)
  flat-level np/ni^2: 1.59e-17
Poisson solution, background donors 1e+13 cm^-3
  field at n = p: 8.841 kV/cm
  integrated Weff 1171.7 nm, rule with that field 1171.6 nm
  change from nominal Weff: 10.42 %
Other neglected effects (rough parameters)
  trap tunnelling, mass 0.25 m0: +17.0 %
  trap 50 meV off midgap: current times 0.301
  sidewall, 100 cm/s: +8.0 %
  contact diffusion, D 10 cm2/s, 200 nm: 1.6e-02 nA/cm2
  impact ionization, alpha*W: 2.4e-53
  band-to-band WKB exponent: 4147
  contact degeneracy shift: 0.0126 kT
  ni(350 K)/ni(300 K): 27.8
\end{verbatim}
